# Two-configuration SCF, GVB pairing and the dissociation of minimal-basis H2: verification in Python

The molecular numbers use the small basis 6-31G, STO-3G, so they illustrate the point and are not converged values.

```python
"""Two-configuration SCF for one electron pair, tested on H2.

Result under test: Psi = c1 |phi1 phi1bar| + c2 |phi2 phi2bar|, with optimal
coefficients and orbitals, equals one GVB perfect-pairing pair, is a pure
singlet, and is the lowest full-CI singlet of minimal-basis H2, so its energy
tends to twice the energy of the atom in the same basis.
Symbols: h one-electron matrix, eri[p,q,r,s] = (pq|rs), J_ij = (ii|jj),
K = (12|12), R bond length. Hartree atomic units. Matrices are held in the
symmetrically orthonormalized atomic basis. A spatial pair function is a
matrix C[p,q]: electron 1 in p, electron 2 in q.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def transform(h, eri, V):
    return V.T @ h @ V, np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, V, V, V, V,
                                  optimize=True)


def integrals(R, basis):
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]], basis=basis,
                unit="Bohr", verbose=0)
    S = mol.intor("int1e_ovlp")
    w, U = np.linalg.eigh(S)
    root, inv_root = (U * np.sqrt(w)) @ U.T, (U / np.sqrt(w)) @ U.T
    h_ao = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    h, eri = transform(h_ao, mol.intor("int2e"), inv_root)
    return S, root, inv_root, h, eri


def atom(basis):
    mol = gto.M(atom=[["H", (0, 0, 0)]], basis=basis, spin=1, verbose=0)
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    energy = eigh(h, mol.intor("int1e_ovlp"), eigvals_only=True)[0]
    return energy, mol.intor("int2e")[0, 0, 0, 0]


def pair_hamiltonian(h, eri):
    """Two-electron Hamiltonian on all products p(1)q(2), by definition."""
    n = len(h)
    one = np.eye(n)
    return (np.kron(h, one) + np.kron(one, h)
            + eri.transpose(0, 2, 1, 3).reshape(n * n, n * n))


def expectation(C, H2):
    v = C.ravel()
    return v @ H2 @ v / (v @ v)


def gvb_energy(p, q, H2):
    return expectation(np.outer(p, q) + np.outer(q, p), H2)


def secular(H11, H22, K):
    """Closed-form lower root of the two-configuration problem."""
    delta = (H22 - H11) / 2
    root = np.hypot(delta, K)
    c1 = np.sqrt((1 + delta / root) / 2)
    c2 = -np.sqrt((1 - delta / root) / 2)
    return (H11 + H22) / 2 - root, c1, c2


def config_elements(phi1, phi2, h, eri):
    def two(a, b, c, d):
        return np.einsum("pqrs,p,q,r,s", eri, a, b, c, d, optimize=True)
    return (2 * phi1 @ h @ phi1 + two(phi1, phi1, phi1, phi1),
            2 * phi2 @ h @ phi2 + two(phi2, phi2, phi2, phi2),
            two(phi1, phi2, phi1, phi2))


def fock_pair(D1, D2, c1, c2, h, eri):
    def coul(D):
        return np.einsum("pqrs,rs->pq", eri, D)

    def exch(D):
        return np.einsum("prsq,rs->pq", eri, D)
    return (c1**2 * (h + coul(D1)) + c1 * c2 * exch(D2),
            c2**2 * (h + coul(D2)) + c1 * c2 * exch(D1))


def tcscf(h, eri):
    """SCF cycle for H2: F1 in the even block, F2 in the odd block."""
    half = np.eye(len(h) // 2)
    even = np.vstack([half, half]) / np.sqrt(2)
    odd = np.vstack([half, -half]) / np.sqrt(2)

    def lowest(F, block):
        return block @ np.linalg.eigh(block.T @ F @ block)[1][:, 0]
    phi1, phi2 = lowest(h, even), lowest(h, odd)
    D1, D2 = np.outer(phi1, phi1), np.outer(phi2, phi2)
    for cycle in range(1, 1001):
        E, c1, c2 = secular(*config_elements(phi1, phi2, h, eri))
        F1, F2 = fock_pair(D1, D2, c1, c2, h, eri)
        phi1, phi2 = lowest(F1, even), lowest(F2, odd)
        step1 = np.outer(phi1, phi1) - D1
        step2 = np.outer(phi2, phi2) - D2
        if max(abs(step1).max(), abs(step2).max()) < 1e-10:
            E, c1, c2 = secular(*config_elements(phi1, phi2, h, eri))
            return E, c1, c2, phi1, phi2, cycle
        D1, D2 = D1 + 0.5 * step1, D2 + 0.5 * step2
    raise RuntimeError("SCF cycle did not converge")


# Fock space of two orbitals with spin: mode 2*p is p-up, 2*p+1 is p-down.
def annihilator(k):
    lower, sign = np.array([[0.0, 1.0], [0.0, 0.0]]), np.diag([1.0, -1.0])
    m = np.eye(1)
    for j in range(4):
        m = np.kron(m, sign if j < k else lower if j == k else np.eye(2))
    return m


an = [annihilator(k) for k in range(4)]
cr = [a.T for a in an]
vacuum = np.eye(16)[0]
number = sum(c @ a for c, a in zip(cr, an))
two_electrons = np.isclose(np.diag(number), 2)
s_plus = cr[0] @ an[1] + cr[2] @ an[3]
s_z = 0.5 * (cr[0] @ an[0] - cr[1] @ an[1] + cr[2] @ an[2] - cr[3] @ an[3])
spin_squared = s_plus.T @ s_plus + s_z @ (s_z + np.eye(16))


def fock_space_hamiltonian(h, eri):
    H = np.zeros((16, 16))
    for p in range(2):
        for q in range(2):
            for s in range(2):
                H += h[p, q] * cr[2*p+s] @ an[2*q+s]
                for r in range(2):
                    for t in range(2):
                        for z in range(2):
                            H += 0.5 * eri[p, q, r, t] * (
                                cr[2*p+s] @ cr[2*r+z] @ an[2*t+z] @ an[2*q+s])
    return H


def minimal_basis(R):
    S, root, inv_root, h, eri = integrals(R, "sto-3g")
    V = np.array([[1.0, 1.0], [1.0, -1.0]]) / np.sqrt(2)   # columns g, u
    hm, em = transform(h, eri, V)
    J11, J22, J12 = em[0, 0, 0, 0], em[1, 1, 1, 1], em[0, 0, 1, 1]
    K = em[0, 1, 0, 1]
    H11, H22 = 2 * hm[0, 0] + J11, 2 * hm[1, 1] + J22
    E, c1, c2 = secular(H11, H22, K)
    assert K > 0 and c1 * c2 < 0

    # Exact eigenstate, pure singlet, and lowest singlet of full CI.
    H = fock_space_hamiltonian(hm, em)
    psi = c1 * cr[0] @ cr[1] @ vacuum + c2 * cr[2] @ cr[3] @ vacuum
    assert np.linalg.norm(H @ psi - E * psi) < 1e-10
    assert np.linalg.norm(spin_squared @ psi) < 1e-12
    sector = np.ix_(two_electrons, two_electrons)
    fci = np.linalg.eigvalsh((H + 10 * spin_squared)[sector])[0]
    assert abs(fci - E) < 1e-10

    # Direct search over the pair a + lam*b, b + lam*a of atomic functions.
    H2 = pair_hamiltonian(h, eri)
    search = minimize_scalar(
        lambda lam: gvb_energy(root @ np.array([1, lam]),
                               root @ np.array([lam, 1]), H2),
        bounds=(-0.2, 1.0), method="bounded", options={"xatol": 1e-10})
    pair = inv_root @ (np.sqrt(c1) * V[:, 0] + np.sqrt(-c2) * V[:, 1])
    lam = pair[1] / pair[0]
    assert abs(search.fun - E) < 1e-9 and abs(search.x - lam) < 1e-5
    overlap = (c1 + c2) / (c1 - c2)
    pa = root @ np.array([1, search.x])
    pb = root @ np.array([search.x, 1])
    assert abs(pa @ pb / (pa @ pa) - overlap) < 1e-5

    # Unrestricted determinant with orbitals cos(t) g +- sin(t) u, x = cos(2t).
    def determinant(x):
        c, s = np.sqrt((1 + x) / 2), np.sqrt((1 - x) / 2)
        return (c * cr[0] + s * cr[2]) @ (c * cr[1] - s * cr[3]) @ vacuum
    found = minimize_scalar(lambda x: determinant(x) @ H @ determinant(x),
                            bounds=(-1, 1), method="bounded",
                            options={"xatol": 1e-10})
    x = min(1.0, (H22 - H11) / 2 / ((J11 + J22) / 2 - J12 + 2 * K))
    assert abs(found.x - x) < 1e-5
    uhf = determinant(x)
    E_uhf, s2_uhf = uhf @ H @ uhf, uhf @ spin_squared @ uhf
    assert abs(s2_uhf - (1 - x * x)) < 1e-12
    assert E <= E_uhf + 1e-12 and E_uhf <= H11 + 1e-12

    C = c1 * np.outer(V[:, 0], V[:, 0]) + c2 * np.outer(V[:, 1], V[:, 1])
    return dict(s=S[0, 1], hgg=hm[0, 0], huu=hm[1, 1], J11=J11, J22=J22,
                J12=J12, K=K, H11=H11, H22=H22, Eel=E, E=E + 1 / R,
                upper=H11 + H22 - E + 1 / R, rhf=H11 + 1 / R,
                uhf=E_uhf + 1 / R, s2_uhf=s2_uhf, s2=psi @ spin_squared @ psi,
                c1=c1, c2=c2, overlap=overlap, lam=lam, x=x,
                ionic=np.sum(np.diag(C)**2), fci=fci + 1 / R)


distances = (1.4, 2.5, 4.0, 6.0, 10.0, 20.0)
curve = {R: minimal_basis(R) for R in distances}
E_atom, J_atom = atom("sto-3g")
far, R_far = curve[20.0], 20.0
assert abs(far["E"] - 2 * E_atom) < 1e-8
assert abs(far["rhf"] - (2 * E_atom + J_atom / 2 - 1 / (2 * R_far))) < 1e-8
assert abs(far["upper"] - (2 * E_atom + J_atom - 1 / R_far)) < 1e-8
assert abs(far["s2_uhf"] - 1) < 1e-8 and far["ionic"] < 1e-8
assert abs(far["uhf"] - 2 * E_atom) < 1e-8

# Orbital gradient against finite differences at arbitrary orbitals.
_, _, _, h, eri = integrals(4.0, "6-31g")
H2 = pair_hamiltonian(h, eri)
Q = np.linalg.qr(np.random.default_rng(3).normal(size=(4, 4)))[0]
c1, c2 = np.cos(0.5), -np.sin(0.5)
F1, F2 = fock_pair(np.outer(Q[:, 0], Q[:, 0]), np.outer(Q[:, 1], Q[:, 1]),
                   c1, c2, h, eri)


def rotated_energy(i, j, angle):
    W = Q.copy()
    W[:, i] = np.cos(angle) * Q[:, i] + np.sin(angle) * Q[:, j]
    W[:, j] = np.cos(angle) * Q[:, j] - np.sin(angle) * Q[:, i]
    return expectation(c1 * np.outer(W[:, 0], W[:, 0])
                       + c2 * np.outer(W[:, 1], W[:, 1]), H2)


gradient_error = 0.0
for i, j, F in ((0, 2, F1), (1, 2, F2), (0, 1, F1 - F2)):
    numeric = (rotated_energy(i, j, 1e-4) - rotated_energy(i, j, -1e-4)) / 2e-4
    gradient_error = max(gradient_error,
                         abs(numeric - 4 * Q[:, j] @ F @ Q[:, i]))
assert gradient_error < 1e-6

# Larger basis: SCF cycle against a free search over non-orthogonal pairs.
E_atom_big, _ = atom("6-31g")
big = {}
for R in (1.4, 4.0, 20.0):
    _, _, _, h, eri = integrals(R, "6-31g")
    H2 = pair_hamiltonian(h, eri)
    E, c1, c2, phi1, phi2, cycles = tcscf(h, eri)
    F1, F2 = fock_pair(np.outer(phi1, phi1), np.outer(phi2, phi2),
                       c1, c2, h, eri)
    energy_sum = (c1**2 * phi1 @ h @ phi1 + c2**2 * phi2 @ h @ phi2
                  + phi1 @ F1 @ phi1 + phi2 @ F2 @ phi2)
    assert abs(energy_sum - E) < 1e-9
    # Lowest singlet: diagonalize within symmetric pair functions.
    n = len(h)
    swap = np.eye(n * n).reshape(n, n, n, n).transpose(1, 0, 2, 3)
    swap = swap.reshape(n * n, n * n)
    fci = np.linalg.eigvalsh(H2 + 10 * (np.eye(n * n) - swap))[0]
    assert fci <= E + 1e-9
    big[R] = (E + 1 / R, fci + 1 / R, c1, c2, cycles)
    if R < 10:
        start = np.array([0.6, 0.5, 0.1, 0.05, 0.03, 0.12, 0.5, 0.7])
        free = minimize(lambda z: gvb_energy(z[:4], z[4:], H2), start,
                        method="BFGS", options={"gtol": 1e-6})
        assert abs(free.fun - E) < 1e-7
        C = np.outer(free.x[:4], free.x[4:])
        C = C + C.T
        occ, nat = np.linalg.eigh(C / np.linalg.norm(C))
        if occ[-1] < -occ[0]:                 # overall sign of the pair
            occ, nat = -occ[::-1], nat[:, ::-1]
        a, b, virtual = nat[:, -1], nat[:, 0], nat[:, 1:-1]
        assert abs(occ[1:-1]).max() < 1e-10 and occ[0] * occ[-1] < 0
        F1, F2 = fock_pair(np.outer(a, a), np.outer(b, b), occ[-1], occ[0],
                           h, eri)
        residual = max(abs(virtual.T @ F1 @ a).max(),
                       abs(virtual.T @ F2 @ b).max(), abs(b @ (F1 - F2) @ a))
        assert residual < 1e-4
assert big[1.4][0] - big[1.4][1] > 1e-3
assert abs(big[20.0][0] - 2 * E_atom_big) < 1e-7

m = curve[4.0]
print("H2, STO-3G, worked point R = 4.0 bohr; energies in hartree")
for label, key in (("overlap of atomic functions s", "s"),
                   ("h_gg", "hgg"), ("h_uu", "huu"), ("J_gg", "J11"),
                   ("J_uu", "J22"), ("J_gu", "J12"), ("K_gu", "K"),
                   ("H11 (electronic)", "H11"), ("H22 (electronic)", "H22"),
                   ("lower root (electronic)", "Eel"),
                   ("two-configuration total energy", "E"),
                   ("full-CI singlet total energy", "fci"),
                   ("c1", "c1"), ("c2", "c2"), ("GVB overlap S", "overlap"),
                   ("GVB mixing lambda in a+lambda*b", "lam"),
                   ("UHF orbital overlap x", "x")):
    print(f"{label}: {m[key]:.6f}")
print(f"Delta = (H22-H11)/2: {(m['H22'] - m['H11']) / 2:.6f}")
print(f"nuclear repulsion 1/R: {1 / 4.0:.6f}")
print("Total energies (hartree), STO-3G; TC = two-configuration")
print("R/bohr   E_RHF      E_UHF      E_TC    <S2>UHF <S2>TC")
for R, d in curve.items():
    print(f"{R:5.1f} {d['rhf']:10.6f} {d['uhf']:10.6f} {d['E']:10.6f}"
          f" {d['s2_uhf']:7.4f} {abs(d['s2']):6.4f}")
print("R/bohr    c1       c2     GVB S   ionic weight TC")
for R, d in curve.items():
    print(f"{R:5.1f} {d['c1']:8.5f} {d['c2']:8.5f} {d['overlap']:8.5f}"
          f" {d['ionic']:8.5f}")
print(f"STO-3G atom energy E_H: {E_atom:.6f} hartree")
print(f"STO-3G 2 E_H: {2 * E_atom:.6f} hartree")
print(f"STO-3G (aa|aa): {J_atom:.6f} hartree")
print(f"RHF error at infinite R: {J_atom / 2:.6f} hartree")
print(f"RHF error at infinite R: {J_atom / 2 * HARTREE_EV:.3f} eV")
print(f"RHF error at R = 20 bohr: {far['rhf'] - 2 * E_atom:.6f} hartree")
print("H2, 6-31G, optimized orbitals; energies in hartree")
print("R/bohr   E_TC       E_FCI      c1       c2    cycles")
for R, (E, fci, c1, c2, cycles) in big.items():
    print(f"{R:5.1f} {E:10.6f} {fci:10.6f} {c1:8.5f} {c2:8.5f} {cycles:4d}")
for R in (1.4, 4.0):
    gap = 1000 * (big[R][0] - big[R][1])
    print(f"6-31G E_TC - E_FCI at R = {R} bohr: {gap:.3f} millihartree")
print(f"6-31G 2 E_H: {2 * E_atom_big:.6f} hartree")
print(f"largest orbital-gradient error: {gradient_error:.1e} hartree")
print("done: every assertion held")
```

Printed output:

```
H2, STO-3G, worked point R = 4.0 bohr; energies in hartree
overlap of atomic functions s: 0.098133
h_gg: -0.756849
h_uu: -0.667440
J_gg: 0.502616
J_uu: 0.525855
J_gu: 0.512086
K_gu: 0.265128
H11 (electronic): -1.011082
H22 (electronic): -0.809026
lower root (electronic): -1.193778
two-configuration total energy: -0.943778
full-CI singlet total energy: -0.943778
c1: 0.823432
c2: -0.567416
GVB overlap S: 0.184072
GVB mixing lambda in a+lambda*b: 0.043844
UHF orbital overlap x: 0.189758
Delta = (H22-H11)/2: 0.101028
nuclear repulsion 1/R: 0.250000
Total energies (hartree), STO-3G; TC = two-configuration
R/bohr   E_RHF      E_UHF      E_TC    <S2>UHF <S2>TC
  1.4  -1.116714  -1.116714  -1.137276  0.0000 0.0000
  2.5  -0.965794  -0.979948  -1.030474  0.4398 0.0000
  4.0  -0.761082  -0.935842  -0.943778  0.9640 0.0000
  6.0  -0.645077  -0.933227  -0.933402  0.9993 0.0000
 10.0  -0.595971  -0.933164  -0.933164  1.0000 0.0000
 20.0  -0.570861  -0.933164  -0.933164  1.0000 0.0000
R/bohr    c1       c2     GVB S   ionic weight TC
  1.4  0.99363 -0.11272  0.79624  0.38800
  2.5  0.95867 -0.28452  0.54228  0.22724
  4.0  0.82343 -0.56742  0.18407  0.03277
  6.0  0.72559 -0.68813  0.02649  0.00070
 10.0  0.70722 -0.70699  0.00016  0.00000
 20.0  0.70711 -0.70711  0.00000  0.00000
STO-3G atom energy E_H: -0.466582 hartree
STO-3G 2 E_H: -0.933164 hartree
STO-3G (aa|aa): 0.774606 hartree
RHF error at infinite R: 0.387303 hartree
RHF error at infinite R: 10.539 eV
RHF error at R = 20 bohr: 0.362303 hartree
H2, 6-31G, optimized orbitals; energies in hartree
R/bohr   E_TC       E_FCI      c1       c2    cycles
  1.4  -1.146248  -1.151679  0.99393 -0.10997   32
  4.0  -1.009371  -1.009485  0.85915 -0.51172   31
 20.0  -0.996466  -0.996466  0.70711 -0.70711    1
6-31G E_TC - E_FCI at R = 1.4 bohr: 5.431 millihartree
6-31G E_TC - E_FCI at R = 4.0 bohr: 0.114 millihartree
6-31G 2 E_H: -0.996466 hartree
largest orbital-gradient error: 2.6e-08 hartree
done: every assertion held
```
